**Electron and orbital balance in diborane**

For $\mathrm{B_2H_6}$ the program obtains $a=4$ terminal B–H bonds, $s=2$ three-centre B–H–B bonds and $y=0$ two-centre B–B bonds. It asserts that this solution agrees with an explicit enumeration of labelled hydrogen placements, and that the same equations give ethane its C–C bond. It diagonalizes a three-centre model and asserts its orbital shares, energy gain and bond orders. Localized Hartree–Fock orbitals in the 6-31G* basis show four B–H and two B–H–B orbitals in diborane, and six C–H and one C–C orbital in ethane. The computed B–B bond order is 0.641, and falls to 0.018 when the bridge orbitals are removed. The electronic energy for splitting diborane into two $\mathrm{BH_3}$ molecules is 0.87 eV by Hartree–Fock and 1.74 eV by frozen-core MP2; the program asserts that both are positive. The diborane geometry is optimized within the bridged symmetry, so other isomers are not searched.

## Program and output

```python
"""
Result under test: in B2H6 the balance of electrons and orbitals gives
a = 4 terminal B-H bonds, s = 2 three-centre B-H-B bonds, y = 0 B-B bonds.
N is the number of valence electrons; t1, t2 are the terminal hydrogens on
each heavy atom. Every bond holds two electrons. The algebra is compared with
an explicit enumeration and with localized Hartree-Fock orbitals.
A three-centre model has site energy alpha and neighbour coupling beta < 0.
Bond orders are sums of squared density-matrix elements between two atoms in
an orthonormal set of intrinsic atomic orbitals.
"""
from collections import Counter
from itertools import product
import numpy as np
from scipy.constants import physical_constants
from scipy.optimize import minimize
from pyscf import gto, scf, mp, lo, lib

lib.num_threads(1)
BOHR = physical_constants["Bohr radius"][0] * 1e10
HARTREE = physical_constants["Hartree energy in eV"][0]


# ---------- electron and orbital balance ----------
def solve_balance(n_electrons):
    matrix = np.array([[1, 1, 0], [1, 2, 2], [1, 1, 1]], float)
    return np.linalg.solve(matrix, [6, 8, n_electrons / 2]), np.linalg.det(matrix)


def enumerate_structures(n_electrons, all_filled=True):
    """Place six labelled hydrogens; return patterns (s, y, t1, t2)."""
    found = Counter()
    for places in product("12b", repeat=6):
        t1, t2, s = (places.count(k) for k in "12b")
        for y in range(5):
            used = (t1 + s + y, t2 + s + y)
            fits = used == (4, 4) if all_filled else max(used) <= 4
            if fits and 2 * (len(places) + y) == n_electrons:
                found[(s, y, t1, t2)] += 1
    return found


n_diborane = 2 * 3 + 6
n_ethane = 2 * 4 + 6
balance_b, determinant = solve_balance(n_diborane)
balance_c, _ = solve_balance(n_ethane)
for n_el, solution in ((n_diborane, balance_b), (n_ethane, balance_c)):
    patterns = enumerate_structures(n_el)
    assert len(patterns) == 1
    s, y, t1, t2 = next(iter(patterns))
    assert np.allclose(solution, [t1 + t2, s, y])
    assert t1 == t2
    assert y == n_el // 2 - 6 and s == 2 - 2 * y
labelled = enumerate_structures(n_diborane)
pattern_b = next(iter(labelled))
assert pattern_b == (2, 0, 2, 2)
loose = enumerate_structures(n_diborane, all_filled=False)
loose_s = sorted({p[0] for p in loose})
loose_y = sorted({p[1] for p in loose})
assert loose_s == [0, 1, 2] and loose_y == [0]
assert (0, 0, 3, 3) in loose

# Allow h hydrogen-hydrogen bonds as well: uniqueness must be lost.
with_hh = [(a, s, y, h) for a, s, y, h in product(range(9), repeat=4)
           if a + s + 2 * h == 6 and a + 2 * s + 2 * y == 8
           and 2 * (a + s + y + h) == n_diborane]
assert (4, 2, 0, 0) in with_hh and (2, 2, 1, 1) in with_hh

# ---------- three-centre model, energies in units of |beta| ----------
chain = -np.array([[0, 1, 0], [1, 0, 1], [0, 1, 0]], float)
levels, vectors = np.linalg.eigh(chain)
lowest = vectors[:, 0]
model_share = lowest**2
model_density = 2 * np.outer(lowest, lowest)
model_bb = 2 * model_density[0, 2]**2
model_bh = model_density[0, 1]**2
pair_two = -2 * np.linalg.eigvalsh([[0, -1], [-1, 0]])[0]
pair_three = -2 * levels[0]
model_gain = 2 * (pair_three - pair_two)
assert np.allclose(model_share, [0.25, 0.5, 0.25])
assert np.isclose(levels[0], -np.sqrt(2))
assert np.isclose(model_gain, 4 * (np.sqrt(2) - 1))
assert np.isclose(model_bb, 0.5) and np.isclose(model_bh, 0.5)


# ---------- Hartree-Fock calculations ----------
def run_scf(symbols, xyz_bohr, guess=None):
    atoms = [(el, tuple(map(float, r))) for el, r in zip(symbols, xyz_bohr)]
    mol = gto.M(atom=atoms, unit="Bohr", basis="6-31g*", verbose=0)
    mf = scf.RHF(mol)
    mf.conv_tol = 1e-10
    mf.kernel(dm0=guess)
    assert mf.converged
    return mf


def optimize(symbols, shape, start_angstrom):
    """Coordinates are linear in the parameters: xyz = shape @ parameters."""
    memory = {"dm": None}

    def energy_gradient(par):
        mf = run_scf(symbols, shape @ par, memory["dm"])
        memory["dm"] = mf.make_rdm1()
        force = mf.nuc_grad_method().kernel()
        return mf.e_tot, np.einsum("ax,axp->p", force, shape)

    result = minimize(energy_gradient, np.array(start_angstrom) / BOHR,
                      jac=True, method="BFGS", options={"gtol": 3e-4})
    assert np.max(np.abs(result.jac)) < 1e-3
    return result.x, run_scf(symbols, shape @ result.x, memory["dm"])


# Parameters: boron x, bridge z, terminal x, terminal y.
symbols_b = ["B"] * 2 + ["H"] * 6
shape_b = np.zeros((8, 3, 4))
for k, sign in enumerate((1, -1)):
    shape_b[k, 0, 0] = sign
    shape_b[2 + k, 2, 1] = sign
for k, (sx, sy) in enumerate(product((1, -1), repeat=2)):
    shape_b[4 + k, 0, 2] = sx
    shape_b[4 + k, 1, 3] = sy
par_b, mf_b = optimize(symbols_b, shape_b, [0.89, 0.97, 1.46, 1.04])
for k in range(4):
    for change in (-0.03, 0.03):
        moved = par_b.copy()
        moved[k] += change
        shifted = run_scf(symbols_b, shape_b @ moved, mf_b.make_rdm1())
        assert shifted.e_tot > mf_b.e_tot

symbols_m = ["B"] + ["H"] * 3
shape_m = np.zeros((4, 3, 1))
for k in range(3):
    phi = 2 * np.pi * k / 3
    shape_m[k + 1, :2, 0] = np.cos(phi), np.sin(phi)
par_m, mf_m = optimize(symbols_m, shape_m, [1.19])

# Ethane control: round bond lengths, tetrahedral angles, staggered.
cc_length, ch_length = 1.53, 1.09
xyz_c = [[cc_length / 2, 0, 0], [-cc_length / 2, 0, 0]]
for side, offset in ((1, 0), (-1, np.pi / 3)):
    for k in range(3):
        phi = offset + 2 * np.pi * k / 3
        radius = ch_length * np.sqrt(8) / 3
        xyz_c.append([side * (cc_length / 2 + ch_length / 3),
                      radius * np.cos(phi), radius * np.sin(phi)])
mf_c = run_scf(["C"] * 2 + ["H"] * 6, np.array(xyz_c) / BOHR)


# ---------- localized orbitals and atomic shares ----------
def pipek_mezey(orbitals, starts):
    """Maximize the sum of squared atomic shares by pair rotations."""
    rng = np.random.default_rng(7)
    count = orbitals.shape[1]
    best_value, best = -1.0, None
    for _ in range(4):
        rotation = np.linalg.qr(rng.normal(size=(count, count)))[0]
        work = orbitals @ rotation
        for _ in range(300):
            largest = 0.0
            for i in range(count):
                for j in range(i):
                    u, v = work[:, i].copy(), work[:, j].copy()
                    cross = np.add.reduceat(u * v, starts)
                    diff = np.add.reduceat(u * u - v * v, starts)
                    angle = 0.25 * np.arctan2(np.sum(cross * diff),
                                              np.sum(diff**2 / 4 - cross**2))
                    c, d = np.cos(angle), np.sin(angle)
                    work[:, i], work[:, j] = c * u + d * v, c * v - d * u
                    largest = max(largest, abs(angle))
            if largest < 1e-8:
                break
        assert largest < 1e-5
        value = np.sum(np.add.reduceat(work**2, starts, axis=0)**2)
        if value > best_value:
            best_value, best = value, work.copy()
    return best


def analyse(mf):
    mol = mf.mol
    overlap = mf.get_ovlp()
    occupied = mf.mo_coeff[:, mf.mo_occ > 0]
    atomic = lo.orth.vec_lowdin(lo.iao.iao(mol, occupied), overlap)
    starts = lo.iao.reference_mol(mol).aoslice_by_atom()[:, 2]
    valence = atomic.T @ overlap @ occupied[:, 2:]
    assert np.allclose(valence.T @ valence, np.eye(valence.shape[1]), atol=1e-6)
    local = pipek_mezey(valence, starts)
    shares = np.add.reduceat(local**2, starts, axis=0)
    kinds = ["-".join(sorted(mol.atom_symbol(a) for a in np.where(col > 0.1)[0]))
             for col in shares.T]
    return local, shares, kinds, starts


def bond_orders(orbitals, starts):
    density = 2 * orbitals @ orbitals.T
    rows = np.add.reduceat(density**2, starts, axis=0)
    return np.add.reduceat(rows, starts, axis=1)


local_b, shares_b, kinds_b, starts_b = analyse(mf_b)
local_c, shares_c, kinds_c, starts_c = analyse(mf_c)
count_b, count_c = Counter(kinds_b), Counter(kinds_c)
assert count_b == Counter({"B-H": 4, "B-B-H": 2})
assert count_c == Counter({"C-H": 6, "C-C": 1})
assert np.allclose([count_b["B-H"], count_b["B-B-H"], count_b["B-B"]], balance_b)
assert np.allclose([count_c["C-H"], count_c["C-C-H"], count_c["C-C"]], balance_c)
bridge = np.array([kind == "B-B-H" for kind in kinds_b])
for boron in (0, 1):
    assert np.sum(shares_b[boron, ~bridge] > 0.1) == 2
bridge_b_share = shares_b[:2, bridge].mean()
bridge_h_share = shares_b[2:4, bridge].max(axis=0).mean()
terminal_h_share = shares_b[4:, ~bridge].max(axis=0).mean()
smallest_counted = shares_b[shares_b > 0.1].min()
largest_ignored = shares_b[shares_b <= 0.1].max()
assert abs(bridge_b_share - model_share[0]) < 0.06
assert abs(bridge_h_share - model_share[1]) < 0.12

orders_b = bond_orders(local_b, starts_b)
orders_c = bond_orders(local_c, starts_c)
without_bridges = bond_orders(local_b[:, ~bridge], starts_b)[0, 1]
assert abs(orders_b[0, 1] - model_bb) < 0.3
assert abs(orders_b[0, 2] - model_bh) < 0.15
assert without_bridges < 0.1 and without_bridges < 0.2 * orders_b[0, 1]
assert orders_c[0, 1] > 0.9 and orders_c[0, 1] > orders_b[0, 1]

# ---------- energy of B2H6 -> 2 BH3 ----------
split_hf = (2 * mf_m.e_tot - mf_b.e_tot) * HARTREE
mp2_b = mp.MP2(mf_b, frozen=2).run().e_tot
mp2_m = mp.MP2(mf_m, frozen=1).run().e_tot
split_mp2 = (2 * mp2_m - mp2_b) * HARTREE
assert split_hf > 0 and split_mp2 > 0

xyz_b = shape_b @ par_b * BOHR
bb = np.linalg.norm(xyz_b[0] - xyz_b[1])
bh_bridge = np.linalg.norm(xyz_b[0] - xyz_b[2])
bh_terminal = np.linalg.norm(xyz_b[0] - xyz_b[4])
assert bh_bridge > bh_terminal

# ---------- printed results ----------
print("BALANCE (pure numbers)")
print(f"valence electrons: B2H6 {n_diborane}, C2H6 {n_ethane}")
print(f"determinant of the balance equations: {determinant:.0f}")
for name, sol in (("B2H6", balance_b), ("C2H6", balance_c)):
    a, s, y = np.rint(sol).astype(int)
    print(f"{name}: terminal a = {a}, bridges s = {s}, central y = {y}")
print(f"B2H6 terminal H on each boron: {pattern_b[2]}, {pattern_b[3]}")
print(f"labelled placements, all with this pattern: {sum(labelled.values())}")
print(f"empty B orbitals allowed: s in {loose_s}, y in {loose_y}")
print(f"H-H bonds allowed, solutions (a,s,y,h): {with_hh}")
print("THREE-CENTRE MODEL")
print("levels minus alpha, in |beta|:", " ".join(f"{e + 0.0:.4f}" for e in levels))
print("shares B, H, B:", " ".join(f"{q:.3f}" for q in model_share))
print(f"pair gain, two-centre: {pair_two:.4f} |beta|")
print(f"pair gain, three-centre: {pair_three:.4f} |beta|")
print(f"gain on forming two bridges: {model_gain:.4f} |beta|")
print(f"model bond order B-B, two bridges: {model_bb:.3f}")
print(f"model bond order B-H in a bridge: {model_bh:.3f}")
print("B2H6, RHF/6-31G*, optimized in D2h")
print(f"B-B distance: {bb:.3f} angstrom")
print(f"B-H bridge distance: {bh_bridge:.3f} angstrom")
print(f"B-H terminal distance: {bh_terminal:.3f} angstrom")
print(f"localized orbitals: {dict(count_b)}")
print(f"bridge orbital share on each B: {bridge_b_share:.3f}")
print(f"bridge orbital share on its H: {bridge_h_share:.3f}")
print(f"terminal orbital share on its H: {terminal_h_share:.3f}")
print(f"smallest share counted as a centre: {smallest_counted:.3f}")
print(f"largest share not counted: {largest_ignored:.3f}")
print(f"bond order B-B: {orders_b[0, 1]:.3f}")
print(f"bond order B-B without bridge orbitals: {without_bridges:.3f}")
print(f"bond order B-H bridge: {orders_b[0, 2]:.3f}")
print(f"bond order B-H terminal: {orders_b[0, 4]:.3f}")
print("C2H6 CONTROL, RHF/6-31G*")
print(f"input C-C {cc_length:.2f} angstrom, C-H {ch_length:.2f} angstrom")
print(f"localized orbitals: {dict(count_c)}")
print(f"bond order C-C: {orders_c[0, 1]:.3f}")
print("B2H6 -> 2 BH3, electronic energy")
print(f"BH3 optimized B-H distance: {par_m[0] * BOHR:.3f} angstrom")
print(f"RHF/6-31G*: {split_hf:.2f} eV")
print(f"frozen-core MP2/6-31G*: {split_mp2:.2f} eV")
print("done: every assertion held")
```

Output:

```
BALANCE (pure numbers)
valence electrons: B2H6 12, C2H6 14
determinant of the balance equations: 1
B2H6: terminal a = 4, bridges s = 2, central y = 0
C2H6: terminal a = 6, bridges s = 0, central y = 1
B2H6 terminal H on each boron: 2, 2
labelled placements, all with this pattern: 90
empty B orbitals allowed: s in [0, 1, 2], y in [0]
H-H bonds allowed, solutions (a,s,y,h): [(0, 2, 2, 2), (2, 2, 1, 1), (4, 2, 0, 0)]
THREE-CENTRE MODEL
levels minus alpha, in |beta|: -1.4142 -0.0000 1.4142
shares B, H, B: 0.250 0.500 0.250
pair gain, two-centre: 2.0000 |beta|
pair gain, three-centre: 2.8284 |beta|
gain on forming two bridges: 1.6569 |beta|
model bond order B-B, two bridges: 0.500
model bond order B-H in a bridge: 0.500
B2H6, RHF/6-31G*, optimized in D2h
B-B distance: 1.778 angstrom
B-H bridge distance: 1.315 angstrom
B-H terminal distance: 1.184 angstrom
localized orbitals: {'B-H': 4, 'B-B-H': 2}
bridge orbital share on each B: 0.276
bridge orbital share on its H: 0.445
terminal orbital share on its H: 0.497
smallest share counted as a centre: 0.276
largest share not counted: 0.004
bond order B-B: 0.641
bond order B-B without bridge orbitals: 0.018
bond order B-H bridge: 0.480
bond order B-H terminal: 0.989
C2H6 CONTROL, RHF/6-31G*
input C-C 1.53 angstrom, C-H 1.09 angstrom
localized orbitals: {'C-H': 6, 'C-C': 1}
bond order C-C: 1.037
B2H6 -> 2 BH3, electronic energy
BH3 optimized B-H distance: 1.188 angstrom
RHF/6-31G*: 0.87 eV
frozen-core MP2/6-31G*: 1.74 eV
done: every assertion held
```
